# Breit Radial Integrals by Marching First-Order Equations on a Logarithmic Grid

## A density that can be done by hand

Take the density $\rho(r)=r^2e^{-r}$ and the double integral

$$R^1[\rho,\rho]=\int_0^\infty\!\!\int_0^\infty \rho(r)\,\frac{r_<}{r_>^2}\,\rho(s)\,ds\,dr ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r,s$. Up to scale, this is the magnetic integral of two 1s electrons in the nonrelativistic limit.

Split the inner integral at $s=r$ and multiply by $r$:

$$Z(r)=\frac1r\int_0^r s^3e^{-s}ds=\frac{6-e^{-r}(r^3+3r^2+6r+6)}{r},\qquad
X(r)=r^2\int_r^\infty e^{-s}ds=r^2e^{-r}.$$

Then $R^1=\int\rho\,(Z+X)\,dr/r$. Exchanging the names of $r$ and $s$ shows that the two parts contribute equally, so

$$R^1=2\int_0^\infty r^2e^{-r}\,r^2e^{-r}\,\frac{dr}{r}=2\int_0^\infty r^3e^{-2r}dr=2\cdot\frac{6}{16}=\frac34 .$$

For numerical orbitals, $Z$ and $X$ can be obtained by marching differential equations along the grid. Here $r\,dX/dr=2X-r^3e^{-r}$, whose homogeneous solution is $r^2$. Integrated outward, a small error grows as $r^2$ while the true $X$ dies as $r^2e^{-r}$. Integrated inward, the error shrinks as $r^2$. For $Z$ the equation is $r\,dZ/dr=r^3e^{-r}-Z$, with homogeneous solution $1/r$, so the safe direction is outward.

## The equations for any multipole

Let $t=\ln r$, $f=r\rho$, and

$$Z^k=r^{-k}\!\int_0^r\! s^k\rho\,ds,\qquad X^k=r^{k+1}\!\int_r^\infty\! s^{-k-1}\rho\,ds,\qquad Y^k=Z^k+X^k .$$

In $r\,d/dr=d/dt$, the power in front gives $-k$ or $k+1$, and the integration limit gives $+r\rho$ or $-r\rho$:

$$\frac{dZ^k}{dt}=f-kZ^k,\qquad \frac{dX^k}{dt}=(k+1)X^k-f .$$

Adding them cancels $f$. With $X^k=Y^k-Z^k$,

$$\frac{dY^k}{dt}=(k+1)Y^k-(2k+1)Z^k .$$

This is the Hartree equation for $Y^k$. Marching $Y^k$ or $X^k$ inward is equally stable, since both have the homogeneous solution $r^{k+1}$. I march $X^k$, whose source is the density itself.

Near the origin $f\propto r^p$, so $Z^k=f/(k+p)$ at the first point. At the last point the density is negligible, so $X^k=0$, that is $Y^k=Z^k$. Because $dr/r=dt$,

$$R^k[\rho,\sigma]=\int\sigma\,Y^k_\rho\,dt .$$

The Breit interaction will also need a one-sided integral,

$$T^k[\rho,\sigma]=\int_0^\infty\! ds\,\sigma(s)\int_0^s\! dr\,\rho(r)\left(\frac{r^{k-1}}{s^k}-\frac{r^{k+1}}{s^{k+2}}\right)=\int\sigma\,(Z^{k-1}_\rho-Z^{k+1}_\rho)\,dt ,$$

which uses outward marches alone.

## One step of the march

Over one grid step $h$ the solution for $Z^k$ is

$$Z_{i+1}=e^{-kh}Z_i+\int_{t_i}^{t_{i+1}}G\,dt',\qquad G(t')=e^{-k(t_{i+1}-t')}f(t').$$

Approximate the integral with the four points $i-1,\dots,i+2$. In units of $h$, measured from the middle of the step, they lie at $\pm\frac12,\pm\frac32$. Let the inner weights be $w$ and the outer ones $v$. Odd powers integrate correctly by symmetry. Exactness for $1$ and $u^2$ requires

$$2w+2v=1,\qquad \tfrac12w+\tfrac92v=\tfrac1{12}.$$

Inserting $w=\frac12-v$ in the second gives $\frac14+4v=\frac1{12}$, so $v=-\frac1{24}$ and $w=\frac{13}{24}$. Hence

$$Z_{i+1}=e^{-kh}Z_i+\frac h{24}\left[-e^{-2kh}f_{i-1}+13e^{-kh}f_i+13f_{i+1}-e^{kh}f_{i+2}\right].$$

The step for $X^k$ is the mirror image, with $k+1$ in place of $k$. Where the rule reaches beyond the grid, $f$ continues as $r^p$ inside and as zero outside.

For $u^4$ the true integral is $\frac1{80}$ and the rule gives $-\frac{162}{384}+\frac{26}{384}=-\frac{17}{48}$. The difference is $\frac{11}{30}$; dividing by $4!$ gives the local defect, true minus numerical, $\frac{11}{720}h^5G''''$.

## Error of the integrals

The defects of all earlier steps reach the point $t$ multiplied by the decay factors already contained in $G(t')=e^{-k(t-t')}f(t')$. To leading order their sum is an integral of a derivative:

$$\tfrac{11}{720}h^4\int_{-\infty}^t G''''dt'=\tfrac{11}{720}h^4\,G'''(t)=\tfrac{11}{720}h^4(D+k)^3f,\qquad D=\frac{d}{dt}.$$

For $X^k$ the integral runs from $t$ to infinity, which gives $-\frac{11}{720}h^4(D-k-1)^3f$. Thus, numerical minus true,

$$\delta Y^k=-\tfrac{11}{720}h^4\left[(D+k)^3-(D-k-1)^3\right]f .$$

Put $g=\sqrt r\,\rho$, so $f=e^{t/2}g$ and $Df=e^{t/2}(D+\frac12)g$. With $m=k+\frac12$ the bracket acts on $g$ as

$$(D+m)^3-(D-m)^3=6mD^2+2m^3=(2k+1)(3D^2+m^2).$$

Multiply by $\sigma=e^{-t/2}g_\sigma$, integrate, and move one derivative by parts. With $\langle\cdot\rangle=\int\cdot\,dt$ and primes for $D$,

$$\delta R^k=-\tfrac{11}{720}(2k+1)h^4\left[m^2\langle g_\rho g_\sigma\rangle-3\langle g_\rho'g_\sigma'\rangle\right].$$

For $T^k$ the two orders give $-(D+m-1)^3+(D+m+1)^3=6(D+m)^2+2$, hence

$$\delta T^k=\tfrac{11}{720}h^4\left[-6\langle g_\sigma'g_\rho'\rangle+12m\langle g_\sigma g_\rho'\rangle+(6m^2+2)\langle g_\sigma g_\rho\rangle\right].$$

The final integral over $t$ is a plain sum times $h$. Its end corrections involve the integrand and its derivatives at the ends of the grid, where they are negligible.

For the hand density, $g=r^{5/2}e^{-r}$ and $g'=(\frac52-r)g$. Then

$$\langle g^2\rangle=\int_0^\infty r^4e^{-2r}dr=\tfrac34,\qquad
\langle g'^2\rangle=\tfrac{25}4\cdot\tfrac34-5\cdot\tfrac{15}8+\tfrac{45}8=\tfrac{15}{16}.$$

So $\delta R^1=-\frac{11}{240}h^4(\frac{27}{16}-\frac{45}{16})=\frac{33}{640}h^4$, or $\frac{11}{160}h^4$ relative to $R^1=\frac34$.

The law assumes that $f$ is smooth in $t$; a jump in a low derivative spoils it. A uniformly charged nucleus with a sharp edge makes the second derivative $V''$ of the potential jump, hence the third derivatives of $P$ and $Q$, and of $f$ for the large-small products that enter the Breit integrals below. In a charge density $P_aP_b+Q_aQ_b$ this third-derivative jump cancels. The few march steps that straddle the edge and the final sum over $t$ then each add a further term of order $h^4$, proportional to the jump, whose size depends on where the edge falls between grid points. The order stays four, but, except for special edge positions where the extra term vanishes, the error divided by $h^4$ no longer tends to the coefficient above, and as $h$ varies it need not settle to any constant. The law also needs small $kh$. Since the spacing in $r$ is about $hr$, a function that keeps oscillating at large $r$ is eventually under-resolved.

## Breit energy of two 1s electrons

In Hartree atomic units the frequency-independent Breit operator is

$$B=-\frac{\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\mathbf n)(\boldsymbol\alpha_2\!\cdot\mathbf n)}{2r_{12}},\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}} .$$

It is taken here to first order. Orbitals are $\frac1r(P\chi_\kappa;\,iQ\chi_{-\kappa})$ with $\chi_{-\kappa}=-\sigma_r\chi_\kappa$ and $\sigma_r=\hat r\cdot\boldsymbol\sigma$. With a spinor $\eta$, a 1s orbital is $(P\eta;\,-iQ\sigma_r\eta)/(r\sqrt{4\pi})$. The current between two of them is

$$\mathbf j=\frac{-iPQ}{4\pi r^2}\,\eta^\dagger(\boldsymbol\sigma\sigma_r-\sigma_r\boldsymbol\sigma)\eta'=\frac{2PQ}{4\pi r^2}\,\eta^\dagger(\hat r\times\boldsymbol\sigma)\eta' ,$$

because $\boldsymbol\sigma\sigma_r-\sigma_r\boldsymbol\sigma=2i\,\hat r\times\boldsymbol\sigma$.

The diagonal currents of the closed shell sum to zero since $\boldsymbol\sigma$ is traceless, so the direct energy vanishes. Exchange carries a minus sign, which cancels that of $B$:

$$E=\frac12\sum_{ab}\iint j_{ab,i}(1)\,K_{ij}\,j^*_{ab,j}(2),\qquad K_{ij}=\frac{\delta_{ij}+n_in_j}{2r_{12}}=\frac{\delta_{ij}}{r_{12}}-\frac12\partial_i\partial_jr_{12}.$$

The last form follows from $\partial_i\partial_jr_{12}=(\delta_{ij}-n_in_j)/r_{12}$. Since $\frac12\mathrm{tr}\,\sigma_i\sigma_j=\delta_{ij}$, the spin sum replaces $\boldsymbol\sigma$ by a unit vector $\mathbf e$ and sums over three perpendicular choices.

The field $\hat r\times\mathbf e$ times a radial function has no divergence, so the derivative term integrates to zero. With $x=\hat r\cdot\hat s$, the sum over $\mathbf e$ of $(\hat r\times\mathbf e)\cdot(\hat s\times\mathbf e)$ is $3x-x=2x$. The dipole term of $1/r_{12}$ is $x\,r_</r_>^2$, and the average of $x^2$ is $\frac13$. With the factor 2 from each current,

$$E(1s^2)=4\cdot\tfrac23R^1[PQ,PQ]=\tfrac83R^1[PQ,PQ].$$

For nuclear charge $\zeta$ and small $\alpha\zeta$, $P^2=4\zeta^3r^2e^{-2\zeta r}$ and $Q=-\frac12\alpha\zeta P$. With $x=2\zeta r$, $PQ=-\frac12\alpha\zeta^2x^2e^{-x}$. The double integral scales as a length, so the hand result gives $R^1=\frac14\alpha^2\zeta^4\cdot\frac1{2\zeta}\cdot\frac34=\frac3{32}\alpha^2\zeta^3$ and $E=\frac14\alpha^2\zeta^3$.

## Adding a 2p$_{1/2}$ electron

For $\kappa=+1$ the orbital is $(-P_p\sigma_r\eta';\,iQ_p\eta')/(r\sqrt{4\pi})$. Using $\sigma_r\boldsymbol\sigma\sigma_r=2\hat r\sigma_r-\boldsymbol\sigma$, the current from 2p to 1s is

$$\mathbf j=\frac{i}{4\pi r^2}\eta^\dagger\left[(P_sQ_p+Q_sP_p)\boldsymbol\sigma-2Q_sP_p\,\hat r\sigma_r\right]\eta' .$$

Let $W=\hat r\hat r-\frac13$, a traceless tensor. Then $\hat r\sigma_r=W\boldsymbol\sigma+\frac13\boldsymbol\sigma$, and the bracket becomes $A\boldsymbol\sigma+BW\boldsymbol\sigma$, with radial functions

$$A=P_sQ_p+\tfrac13Q_sP_p,\qquad B=-2Q_sP_p .$$

The direct term vanishes as before. All spin states of the outer electron have the same energy, so averaging over them gives the same factor $\frac12$ and the same spin sum. Three angular averages remain.

**AA.** The trace is $K_{ii}=3/r_{12}-1/r_{12}=2/r_{12}$, with average $2/r_>$. This gives $2R^0[A,A]$.

**AB.** Put $B$ at $r$ and $A$ at $s$. The $\delta_{ij}$ part vanishes because $W$ is traceless. The average of $r_{12}$ over $\hat s$ is

$$F=\frac{(r+s)^3-|r-s|^3}{6rs}=r_>+\frac{r_<^2}{3r_>} .$$

Its second-derivative tensor is $F''\hat r\hat r+(F'/r)(1-\hat r\hat r)$, with primes here for $d/dr$. Contraction with $W$ gives $\frac23(F''-F'/r)$, so the kernel is $-\frac13(F''-F'/r)$. For $r<s$, both $F''$ and $F'/r$ equal $2/(3s)$, and the kernel vanishes. For $r>s$, $F''=2s^2/(3r^3)$ and $F'/r=1/r-s^2/(3r^3)$, so it is $\frac13(1/r-s^2/r^3)$. The two cross terms are equal and give $\frac23T^1[A,B]$.

**BB.** The $\delta_{ij}$ part has trace $x^2-\frac13=\frac23P_2(x)$, with $P_2$ the Legendre polynomial. The average of $P_2^2$ is $\frac15$, so this part alone would give $\frac2{15}R^2[B,B]$. For the rest, use Fourier space: $1/r_{12}$ becomes $4\pi/q^2$ and, since $\nabla^2r_{12}=2/r_{12}$, $r_{12}$ becomes $-8\pi/q^4$. Hence $K$ becomes $4\pi(1-\hat q\hat q)/q^2$. By rotational symmetry the field $BW$ transforms into a function of $q$ times $W_q=\hat q\hat q-\frac13$. Now $\mathrm{tr}\,W_q^2=\frac23$, while $\mathrm{tr}[W_q(1-\hat q\hat q)W_q]=\frac23-\frac49=\frac29$. The projector therefore leaves one third, $\frac2{45}R^2[B,B]$.

Altogether

$$E(2p_{1/2})=2R^0[A,A]+\tfrac2{45}R^2[B,B]+\tfrac23T^1[A,B].$$

The numerical check compares both angular kernels with explicit Dirac matrices and angular quadrature of the original operator.

## A model ion with nuclear charge 50

Use unscreened orbitals of a point nucleus, with $c=1/\alpha$ and total energy $\mathcal E$ including $c^2$. The radial Dirac equations in this phase convention are

$$P'=-\frac{\kappa P}r+\frac{\mathcal E+c^2+\zeta/r}{c}Q,\qquad Q'=\frac{\kappa Q}r-\frac{\mathcal E-c^2+\zeta/r}{c}P .$$

Set $P=r^\gamma e^{-\lambda r}(a_0+a_1r)$ and $Q=r^\gamma e^{-\lambda r}(b_0+b_1r)$. The lowest power gives $\gamma=\sqrt{1-\alpha^2\zeta^2}$ and $b_0=(\gamma+\kappa)ca_0/\zeta$; the highest gives $\lambda=\sqrt{c^4-\mathcal E^2}/c$.

For 1s, $a_1=b_1=0$, $\mathcal E=\gamma c^2$ and $\lambda=\zeta$. For 2p$_{1/2}$, the highest power gives $b_1=-\lambda ca_1/(\mathcal E+c^2)$, and the middle power of the first equation gives

$$a_1=\frac{\lambda a_0+(\mathcal E+c^2)b_0/c}{\gamma+2+\zeta\lambda/(\mathcal E+c^2)} .$$

The second equation then holds for $\mathcal E=c^2\sqrt{(1+\gamma)/2}$. Normalization fixes $a_0$. The check confirms that both orbitals satisfy both equations.

Here $\gamma=0.93106$, and the densities start as $r^{2\gamma}$, so $p=2\gamma+1$. The grid runs from $\ln(\zeta r)=-12$ to $4$. With $h=1/64$, in hartree,

$$E(1s^2)=\tfrac83(0.650751)=1.7353,$$

$$E(2p_{1/2})=2(0.129797)+\tfrac2{45}(0.285511)+\tfrac23(0.136854)=0.2596+0.0127+0.0912=0.3635 .$$

These are 47.22 eV and 9.89 eV, with sum 2.0989 hartree, or 57.11 eV. The 1s$^2$ value is 1.043 times its nonrelativistic limit. Screening, correlation, frequency dependence, nuclear size, recoil and radiative corrections are left out, so these are model energies, not predictions for an ion.

Halving $h$ from $1/8$ to $1/16$ reduces the 2p$_{1/2}$ energy error from $-1.95\times10^{-7}$ to $-1.22\times10^{-8}$ hartree, a factor of 16. At $h=1/64$ the separate errors combine, in units of $10^{-10}$ hartree, as

$$2(3.4286)+\tfrac2{45}(-26.181)+\tfrac23(-9.2541)=6.857-1.164-6.169=-0.476 .$$

The small total thus owes much to cancellation. Each integral separately agrees with its predicted leading error and shows fourth order.

Reversing the directions shows what they protect. Each reversed march starts from the value found by the correct march and is algebraically its inverse, so the only errors it amplifies are rounding errors. For $k=2$ and density $B$, the correct $Z$ at the first point is $4.4\times10^{-18}$ in atomic units; marched inward, it acquires an error of about $10^{-3}$. Marched outward, $X$ has an error of about $3\times10^{-9}$ at the last point, where its true value is negligible. That is still small beside the largest $Y$, 0.086. A relative error $\varepsilon$ made at radius $r_0$ becomes $\varepsilon X(r_0)(r/r_0)^{k+1}=\varepsilon\,r^{k+1}\int_{r_0}^\infty s^{-k-1}\rho\,ds$. For density $B$ and $k=2$ this integral grows only as $r_0^{2\gamma-2}$ toward the origin, so the smallness of $X(r_0)$, of order $r_0^{2\gamma+1}$, cancels almost all of the factor $r_0^{-3}$. At the first point the integral is about $8\times10^4$, so one rounding error there ends near $10^{-11}$; the observed value collects the errors of about a thousand steps. A relative starting error of $10^{-6}$ would end as about $0.1$, larger than the largest $Y$. The measured growth follows $r^{-2}$ and $r^3$, as the homogeneous solutions require.

## Calculated quantities

```
nuclear charge: 50
fine-structure constant: 0.007297353
orbital power g at the origin: 0.931059
decay constants 1s, 2p1/2: 50.00000, 25.44235 1/bohr
binding energies 1s, 2p1/2: 1294.6261, 326.4948 hartree
grid: ln(charge*r) from -12 to 4
first, last radius: 1.2288e-07, 1.0920 bohr
finest step h: 0.015625, points: 1025
largest angular-kernel deviation: 7.4e-16
R1[PQ,PQ], march at finest h: 6.5075118844e-01 hartree
R1[PQ,PQ], reference: 6.5075118616e-01 hartree
R1[PQ,PQ], error actual, predicted: 2.2745e-09, 2.2745e-09 hartree
R1[PQ,PQ], observed order: 4.000
R0[A,A], march at finest h: 1.2979685046e-01 hartree
R0[A,A], reference: 1.2979685012e-01 hartree
R0[A,A], error actual, predicted: 3.4286e-10, 3.4290e-10 hartree
R0[A,A], observed order: 4.000
R2[B,B], march at finest h: 2.8551063346e-01 hartree
R2[B,B], reference: 2.8551063608e-01 hartree
R2[B,B], error actual, predicted: -2.6181e-09, -2.6184e-09 hartree
R2[B,B], observed order: 3.999
T1[A,B], march at finest h: 1.3685430942e-01 hartree
T1[A,B], reference: 1.3685431034e-01 hartree
T1[A,B], error actual, predicted: -9.2541e-10, -9.2547e-10 hartree
T1[A,B], observed order: 4.000
2p1/2 energy error at h=0.125000: -1.9475e-07 hartree
2p1/2 energy error at h=0.062500: -1.2176e-08 hartree
2p1/2 energy error at h=0.031250: -7.6103e-10 hartree
2p1/2 energy error at h=0.015625: -4.7566e-11 hartree
2p1/2 term 2*R0[A,A]: 0.25959370 hartree
2p1/2 term (2/45)*R2[B,B]: 0.01268936 hartree
2p1/2 term (2/3)*T1[A,B]: 0.09123621 hartree
Breit energy of 1s^2: 1.7353365 hartree = 47.2209 eV
Breit energy added by 2p1/2: 0.3635193 hartree = 9.8919 eV
sum for 1s^2 2p1/2: 2.0988558 hartree = 57.1128 eV
nonrelativistic 1s^2 value at this charge: 1.6641048 hartree
1s^2 ratio to nonrelativistic value, charge 1: 1.0000158
1s^2 ratio to nonrelativistic value, charge 50: 1.04280
Y equation residual, k=2, relative to max Y: 3.2e-07
Z (k=2, density B) at first point, outward: 4.36e-18
same Z marched inward, error: 1e-03
X (k=2, density B) at last point but one, inward: 4.3e-32
X marched outward, error at last point: 3e-09
largest Y (k=2, density B), magnitude: 8.556e-02
error growth exponents in r, Z inward, X outward: -2.000, 3.000
```
